\section*{When gauche conformers of an alkyl ligand become the majority}

\section{The problem}

An alkyl ligand on a metal precursor can turn about one of its carbon--carbon bonds. It has three stable shapes: one extended anti conformer and two gauche conformers that are mirror images of each other. Each gauche conformer lies $E=3.8$ kJ/mol above the anti conformer. Above what temperature are more than half of the ligands gauche, if the conformers have equal vibrational partition functions?

Some terms must be fixed first. The energy $E$ is measured between the lowest vibrational levels of the two wells, so zero-point energy is already in it. ``Gauche'' means both gauche forms together. The ligands are independent, they are in thermal equilibrium, and the surroundings do not distinguish the two mirror forms.

The stated assumption about vibrations is not quite sufficient. A bent chain has other moments of inertia than an extended one, so rotation may also favour one shape. I therefore take the whole partition function of a single conformer, counted from its own lowest level, to be equal for all three. What happens when this fails is worked out below.

\section{First estimate by scaling}

The data contain one energy per mole, $E$, and the gas constant $R$ turns it into a temperature. The answer must have the form
\begin{equation}
T^*=C\,\frac{E}{R},
\end{equation}
where $C$ is a pure number that can depend on the number of gauche forms. Gauche forms are rare when $RT\ll E$ and common when $RT\gg E$, which suggests $C\approx1$:
\begin{equation}
T_{\rm est}=\frac{E}{R}=\frac{3800\ \mathrm{J/mol}}{8.3145\ \mathrm{J/(mol\,K)}}\approx 457\ \mathrm{K}.
\end{equation}
Scaling cannot supply $C$. It cannot even show that a crossing exists: with a single gauche form of higher energy there would be none. For that the states must be counted.

\section{Exact solution}

\subsection{Populations}

In equilibrium a level of molar energy $\varepsilon$ is occupied with probability proportional to $e^{-\varepsilon/RT}$. Write the levels of conformer $i$ as $E_i+\varepsilon_{ik}$, where $E_i$ is its lowest level. The probability of finding conformer $i$ is the sum over its levels,
\begin{equation}
p_i\propto\sum_k e^{-(E_i+\varepsilon_{ik})/RT}=q_i\,e^{-E_i/RT},\qquad q_i=\sum_k e^{-\varepsilon_{ik}/RT}.
\end{equation}
Set $E_i=0$ for anti and $E_i=E$ for each gauche form. With equal $q_i$ the common factor cancels from the ratio of gauche to anti ligands:
\begin{equation}
\rho(T)=\frac{2q\,e^{-E/RT}}{q}=2e^{-E/RT}.
\label{ratio}
\end{equation}
The factor 2 counts the two gauche forms. Since gauche and anti exhaust the possibilities, the gauche fraction is
\begin{equation}
f=\frac{\rho}{1+\rho}=\frac{2e^{-E/RT}}{1+2e^{-E/RT}}.
\label{fraction}
\end{equation}

\subsection{The threshold}

A majority means $f>1/2$. Because $1+\rho$ is positive, this is the same as $2\rho>1+\rho$, or $\rho>1$. Taking the logarithm, an increasing function, gives
\begin{equation}
\ln2-\frac{E}{RT}>0 .
\end{equation}
Multiplication by the positive quantity $T/\ln 2$ leaves the direction of the inequality unchanged:
\begin{equation}
T>T^*=\frac{E}{R\ln2}.
\label{threshold}
\end{equation}
Each step can be reversed, so the condition is both necessary and sufficient. There is one crossing, and the gauche forms stay in the majority at all higher temperatures within the model. The numbers are
\begin{equation}
T^*=\frac{3800}{8.3145\times0.69315}\ \mathrm{K}=\frac{3800}{5.7631}\ \mathrm{K}\approx659\ \mathrm{K},
\end{equation}
or about $386\,^\circ$C. The last digit belongs to the arithmetic. If 3.8 is a rounded value, $E$ is known to $0.05$ kJ/mol at best, and since $T^*$ is proportional to $E$ this alone leaves about 9 K open.

\subsection{Meaning and limits}

The molar free energy of the gauche pair relative to anti is
\begin{equation}
\Delta F=-RT\ln\rho=E-RT\ln2 .
\end{equation}
Having two forms instead of one is worth an entropy $R\ln2=5.76$ J/(mol K). At $T^*$ this entropy, multiplied by the temperature, pays for the energy $E$.

With equal partition functions, a single gauche form never overtakes anti at a finite positive temperature, because their ratio $e^{-E/RT}$ is below one. At $T^*$ the shares are one half for anti and one quarter for each gauche form. For $RT\ll E$ the fraction falls as $f\approx2e^{-E/RT}$. For $RT\gg E$ it tends to $2/3$, the share of gauche forms among three equally likely shapes.

The crossing is gradual. From (\ref{fraction}), $f/(1-f)=\rho$. Differentiating the logarithm of both sides gives
\begin{equation}
\frac{1}{f(1-f)}\frac{df}{dT}=\frac{E}{RT^2}.
\end{equation}
At $T^*$ one has $f(1-f)=1/4$ and $E/(RT^*)=\ln2$, so
\begin{equation}
\left.\frac{df}{dT}\right|_{T^*}=\frac{\ln2}{4T^*}\approx2.6\times10^{-4}\ \mathrm{K^{-1}}.
\label{slope}
\end{equation}
Near the threshold it takes about 38 K to change the gauche share by one percentage point. Nothing abrupt happens to the ligand at $T^*$.

\subsection{The same result from counting}

The threshold also follows without the Boltzmann factor. Let $n$ of $N$ ligands be gauche. They can be chosen in $N!/[n!(N-n)!]$ ways, and each has two forms, so
\begin{equation}
W(n)=\frac{N!}{n!\,(N-n)!}\,2^n .
\end{equation}
The conformational energy is $U=nE/N_A$, with $N_A$ the Avogadro constant, and the entropy is $S=k\ln W$. The other motions have the same levels in every conformer, so their number of states does not depend on $n$. The temperature follows from $1/T=dS/dU$. Take the difference between $n+1$ and $n-1$, for which $U$ changes by $2E/N_A$. With $kN_A=R$,
\begin{equation}
\frac1T=\frac{R}{2E}\ln\frac{W(n+1)}{W(n-1)}
=\frac{R}{2E}\ln\frac{4(N-n+1)(N-n)}{(n+1)\,n}.
\end{equation}
At $n=N/2$ the factors $N/2+1$ and $N/2$ cancel. The logarithm is $\ln4=2\ln2$, and $T=E/(R\ln2)$ again. For large $N$ and general $n$ the argument becomes $[2(N-n)/n]^2$, so that $n/(N-n)=2e^{-E/RT}$, which is (\ref{ratio}). The temperature tends to infinity as $n/N$ approaches $2/3$, where $W$ is largest.

\section{Comparison of the two}

The exact result has the scaling form with
\begin{equation}
C=\frac{1}{\ln2}\approx1.44 .
\end{equation}
The estimate of 457 K is thus about 31\% below the exact threshold. At $T_{\rm est}$ the ratio is $\rho=2/e\approx0.74$ and the gauche fraction is 0.42: gauche forms are common there, but not yet the majority.

The estimate gets the dependence on $E$ right and misses the role of the number of forms. With $g$ equivalent higher forms in place of two, the condition $g\,e^{-E/RT}>1$ gives
\begin{equation}
T^*_g=\frac{E}{R\ln g},\qquad g>1 .
\end{equation}
The prefactor is close to one when $g$ is close to $e\approx2.7$, so for three forms the estimate would have been good to about 10\%. As $g\to1$ the threshold runs off to infinity, and the crossing that scaling took for granted disappears.

\section{When the partition functions differ}

\subsection{General correction}

Let $r=q_{\rm gauche}/q_{\rm anti}$ for single conformers. The ratio (\ref{ratio}) becomes $2r\,e^{-E/RT}$, and setting it to one gives
\begin{equation}
T_r=\frac{E}{R\ln(2r)},\qquad r>\tfrac12 .
\label{general}
\end{equation}
If $r$ depends on temperature, it must be taken at $T_r$, and the equation is solved self-consistently. For constant $r$ near one, $\ln(2r)=\ln2+\ln r$ leads to
\begin{equation}
\frac{T_r}{T^*}=\frac{1}{1+\ln r/\ln2}\approx1-\frac{\ln r}{\ln2}.
\label{first}
\end{equation}
A value of $r$ that is 1\% above one lowers the threshold by about 1.4\%, or 9 to 10 K. The threshold is sensitive because $r$ competes with a factor of only 2.

\subsection{A softer gauche well}

A smooth torsional potential with three wells is
\begin{equation}
V(\phi)=\tfrac12V_1(1+\cos\phi)+\tfrac12V_3(1+\cos3\phi),
\end{equation}
with anti at $\phi=180^\circ$, where $V=0$. I choose $V_3=14$ kJ/mol and fix $V_1=5.12$ kJ/mol by requiring that the gauche minimum, at $62^\circ$, lie 3.8 kJ/mol above anti. The curvature is
\begin{equation}
V''(\phi)=-\tfrac12V_1\cos\phi-\tfrac92V_3\cos3\phi .
\end{equation}
For $V_3\gg V_1$ the gauche minimum is near $60^\circ$. The curvatures are then $\frac92V_3+\frac12V_1$ for anti and $\frac92V_3-\frac14V_1$ for gauche. The term that makes gauche higher in energy also makes its well softer.

A classical harmonic oscillator of frequency $\nu$ has $q=kT/h\nu$, and $\nu\propto\sqrt{V''}$. To first order in $V_1/V_3$,
\begin{equation}
\ln r=\frac12\ln\frac{V''_{\rm anti}}{V''_{\rm gauche}}\approx\frac12\cdot\frac{\frac34V_1}{\frac92V_3}=\frac{V_1}{12V_3}\approx\frac{E}{9V_3},
\end{equation}
where the last step uses $E\approx V(60^\circ)=\frac34V_1$. Inserted in (\ref{first}), this gives
\begin{equation}
T_r\approx T^*\left(1-\frac{E}{9V_3\ln2}\right).
\label{stiff}
\end{equation}

To test this, the classical populations were found by integrating $e^{-V/RT}$ over each well, from barrier top to barrier top, with the gap between minima held at 3.8 kJ/mol. For $V_3=140$ and 1400 kJ/mol the crossings are at 656.4 and 659.1 K, while (\ref{stiff}) gives 656.5 and 659.1 K. The simple result is recovered in the limit of stiff wells.

For the realistic $V_3=14$ kJ/mol the integral gives 622 K, and diagonalizing the quantum torsional Hamiltonian, with a moment of inertia of 25 u\,\AA$^2$ and the same gap between minima, gives the same to 0.1 K. The gap between the lowest levels is then about 0.02 kJ/mol smaller than 3.8 kJ/mol, so fixing 3.8 kJ/mol between the lowest levels instead, as at the start, would raise the crossing by about 3 K and leave it about 35 K below $T^*$. Equation (\ref{stiff}) gives 631 K, so most of the fall of 37 K comes from the softer well and the rest from higher orders, including the departure of the wells from parabolas.

\subsection{Rotation and vibration together}

Suppose now that bond lengths, bond angles and all internal force constants are the same in both conformers. In classical statistics the momentum integrals depend on the masses alone and cancel from $r$. What remains is the integral over atomic positions. Build the chain atom by atom, placing each new atom in polar coordinates about the preceding bond. Each placement contributes a volume element
\begin{equation}
\ell^2\sin\theta\;d\ell\,d\theta\,d\phi ,
\end{equation}
with bond length $\ell$, bond angle $\theta$ and torsion angle $\phi$. The weight does not contain $\phi$. Narrow wells with equal force constants therefore have equal position integrals, and the classical $r$ is one.

The same partition function can be split into rotation, proportional to $\sqrt{I_1I_2I_3}$ with the principal moments of inertia, and vibration, proportional to $\prod_j1/\nu_j$. Hence
\begin{equation}
\sqrt{\frac{(I_1I_2I_3)_{\rm gauche}}{(I_1I_2I_3)_{\rm anti}}}\;\prod_j\frac{\nu_{j,\rm anti}}{\nu_{j,\rm gauche}}=1 .
\end{equation}
Neither factor need be one by itself.

Take a chain of five point masses of 120, 14, 14, 14 and 15 u, standing for the metal with its other ligand, three CH$_2$ groups and one CH$_3$ group. The metal--carbon bond is 2.0 \AA, the others are 1.53 \AA, and all angles are $112^\circ$. The stretching constants are 200 N/m for the metal bond and 450 N/m for the others; the bending and torsional constants are $10^{-18}$ and $10^{-19}$ J/rad$^2$. The outer torsion is either anti or gauche, while the inner one stays anti. The rotational ratio is 1.112 and the classical vibrational ratio 0.899; their product is 1.000, as derived.

At 659 K the stiff vibrations are not classical. With $q=\prod_j(1-e^{-h\nu_j/kT})^{-1}$ the vibrational ratio is 0.969, and the compensation is incomplete: $r=1.112\times0.969\approx1.08$. The self-consistent crossing is at 589 K. Nearly all of this fall is a matter of zero-point energy. In this chain it is about 0.43 kJ/mol higher for gauche than for anti, and $E$, measured between lowest levels, already contains the difference. If 3.8 kJ/mol were instead the gap between the minima, the crossing would be at about 663 K, close to the simple result. If the vibrational partition functions were equal, as the problem literally says, while rotation kept its ratio of 1.112, equation (\ref{general}) would give
\begin{equation}
T_r=\frac{3800}{8.3145\,\ln(2\times1.112)}\ \mathrm{K}\approx572\ \mathrm{K}.
\end{equation}
This is why equality of the whole partition function had to be assumed.

\section{A butyl precursor in use}

The parameters are round values in the rough regime of an $n$-butyl group on a metal alkyl such as di-$n$-butylzinc; they are not computed for that molecule. Such a group has two skeletal torsions, metal--C--C--C and C--C--C--C. The model describes one of them, with the other held anti, and ``gauche'' and ``anti'' refer to that one torsion. Consider a source at 350 K and a hot zone at 550 K. The simple model gives
\begin{align}
350\ \mathrm{K}:&\quad \rho=2\times0.271=0.542,\quad f=0.542/1.542=0.35,\\
550\ \mathrm{K}:&\quad \rho=2\times0.436=0.871,\quad f=0.871/1.871=0.47 .
\end{align}
In this simple model anti is the majority at both temperatures, by nearly two to one at 350 K but only slightly at 550 K, where an energy gap smaller by $RT\ln(1/0.871)\approx0.63$ kJ/mol would remove the lead. A steric descriptor $D$, such as the volume the ligand shields, then has the thermal mean $(1-f)D_{\rm anti}+fD_{\rm gauche}$. Within this model, a value taken from the anti shape alone leaves out a third to a half of the ligands. In a real butyl group the second torsion can turn as well, and the fully extended shape then has a smaller share.

The majority shape need not be the reactive one. If the shapes interconvert much faster than they react, with rate constants $k_{\rm a}$ for anti and $k_{\rm g}$ for each gauche form, the gauche share of the reaction exceeds one half when $\rho\,k_{\rm g}>k_{\rm a}$. At 350 K this needs only $k_{\rm g}/k_{\rm a}>1/0.542\approx1.8$.

Near the threshold it is also doubtful whether the ligand survives. Metal alkyls with hydrogen on the second carbon can decompose by transferring it to the metal. Take an assumed first-order law with prefactor $10^{13}$ s$^{-1}$ and barrier 130 kJ/mol, which is a rough choice and not a measured value for this compound. The mean lifetime is then about a month at 350 K, 0.2 s at 550 K and 2 ms at 659 K. Escape from the anti well over either of its two barriers, 15.3 kJ/mol high, takes about
\begin{equation}
\tau=\frac{e^{B/RT}}{2\nu_{\rm anti}}\approx3\ \mathrm{ps}\quad\text{at 659 K},
\end{equation}
where $B$ is the barrier and $\nu_{\rm anti}$ the torsional frequency, 86 cm$^{-1}$ as a wavenumber. This counts one attempt at each of the two barriers per torsional period, successful with probability $e^{-B/RT}$; it treats the well as a parabola, and the same estimate with the full classical integral over the well gives 3.6 ps. In this model the shapes equilibrate long before the molecule breaks up, so the populations are meaningful, and with the assumed barrier a precursor that spends much longer than milliseconds at 659 K would not remain intact. That time scale rests entirely on the assumed 130 kJ/mol: with the same prefactor the lifetime at 659 K is 0.5 s for 160 kJ/mol and about 700 s for 200 kJ/mol.

The threshold itself is uncertain by more than its three digits suggest. An error of 0.4 kJ/mol in $E$, which crowding by a neighbouring ligand or a surface could plausibly cause, moves it by $659\times0.4/3.8\approx69$ K. The true gap may be off by more than that. For $n$-butane, second-order perturbation theory (MP2) in the small 6-31G* basis at roughly relaxed geometries gives about 3.0 kJ/mol between the minima, against 3.9 kJ/mol from Hartree--Fock; this value is not converged in basis or geometry and contains no zero-point energy. With $E=3.0$ kJ/mol the simple threshold would be about 520 K, and gauche would hold a slight majority, 0.51, at 550 K. The smooth torsional potential, with its softer gauche well and its departure from parabolas, lowers it by 37 K, and rotation with quantized vibration by 70 K. These are separate estimates, each made with the other effects left out, and their sum is not a prediction. They also fix different gaps at 3.8 kJ/mol: the first the gap between minima, the second the gap between lowest levels. The 70 K therefore must not be applied to an energy difference computed without zero-point energy. The point mass used for the metal group also ignores that group's own extent, so the rotational ratio of 1.112, and the 572 K that follows from it, belong to this chain only.

The populations are much less sensitive. By (\ref{slope}), a shift of the threshold by 70 K changes the gauche fraction near the crossing by about 0.02. Within these models, the statement that the gauche and anti forms of this torsion are nearly balanced between about 550 and 660 K is therefore firmer than the temperature at which the balance tips. The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gas constant R: 8.314463 J/(mol K)
Gauche energy above anti E: 3.8 kJ/mol
ln 2: 0.693147
Entropy R ln 2: 5.7631 J/(mol K)
Threshold T*: 659.36 K = 386.2 deg C
Threshold from state counting: 659.36 K
Most probable gauche share over all states: 0.6667
At 350.0 K: exp(-E/RT) = 0.2710, gauche/anti = 0.5419, gauche fraction = 0.3515
At 550.0 K: exp(-E/RT) = 0.4356, gauche/anti = 0.8713, gauche fraction = 0.4656
At 659.4 K: exp(-E/RT) = 0.5000, gauche/anti = 1.0000, gauche fraction = 0.5000
Trial energy error: 0.4 kJ/mol
Resulting threshold shift: 69.4 K
Torsional terms V1, V3: 5.120, 14.0 kJ/mol
Gauche minimum angle: 62.06 degrees
Anti-gauche barrier angle: 117.94 degrees
Barrier above anti: 15.32 kJ/mol
Torsional moment of inertia: 25.0 u angstrom^2
Torsional wavenumber, anti: 85.97 cm^-1
Torsional wavenumber, gauche: 83.22 cm^-1
Zero-point change of gap: -0.0164 kJ/mol
Harmonic torsion ratio r at crossing: 1.0299
Crossing, unequal harmonic torsions: 632.5 K
Crossing, smooth potential, classical: 621.9 K
Crossing, smooth potential, quantum: 621.8 K
Classical crossing for V3 = 14 kJ/mol: 621.93 K
Classical crossing for V3 = 140 kJ/mol: 656.37 K
Classical crossing for V3 = 1400 kJ/mol: 659.07 K
Bead masses: [120.  14.  14.  14.  15.] u
Rotational ratio gauche/anti: 1.1119
Classical vibrational ratio: 0.8994
Product of the two classical ratios: 1.000000
Quantum vibrational ratio at T*: 0.9691
Crossing, rotational ratio alone: 571.9 K
Crossing, rotation and quantum vibration: 589.0 K
Rough decomposition prefactor: 1.0e+13 s^-1
Rough decomposition barrier: 130 kJ/mol
At 350.0 K: decomposition time = 2.52e+06 s, conformer time = 3.75e-11 s
At 550.0 K: decomposition time = 2.22e-01 s, conformer time = 5.53e-12 s
At 659.4 K: decomposition time = 1.99e-03 s, conformer time = 3.17e-12 s
\end{verbatim}
